# The Slope of the Fixed-Spin-Moment Energy as a Fermi-Level Difference: test program

```python
# RESULT UNDER TEST: at fixed electron number N and fixed spin imbalance
# M = N_up - N_dn, the self-consistent free energy A = E - T S obeys
#     dA/dM = (mu_up - mu_dn) / 2,
# where mu_up and mu_dn are the Fermi levels of the two spin channels.
# Test systems: (1) a self-consistent s-d tight-binding bcc metal, in eV;
# (2) a nitrogen atom in the local spin-density approximation (LSDA).
# Model energy: E = Tr(rho h0) + U/2 (n_d - n_ref)^2 - I/4 m_d^2,
# n_d, m_d = d-electron number and d spin imbalance per atom.
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import brentq, root
from scipy.special import expit, entr, zeta
from pyscf import gto, dft

EV = constants.e
MU_B = constants.physical_constants["Bohr magneton in eV/T"][0]
K_B = constants.k / EV
HARTREE = constants.physical_constants["Hartree energy in eV"][0]

ELECTRONS = 8.0
D_REFERENCE = 7.0
CHARGE_U = 3.0
STONER_I = 0.95
SMEARING = 0.05
S_LEVEL = 6.0                      # relative to the bare d level
# hopping energies (ss sigma, sd sigma, dd sigma, dd pi, dd delta)
FIRST_SHELL = (-1.1, -0.9, -0.65, 0.40, -0.05)
SECOND_SHELL = (-0.4, -0.4, -0.35, 0.10, 0.0)


def d_tensors():
    """Five real d orbitals as normalized symmetric traceless tensors."""
    tensors = []
    for a, b in ((0, 1), (1, 2), (2, 0)):
        q = np.zeros((3, 3))
        q[a, b] = q[b, a] = 1 / np.sqrt(2)
        tensors.append(q)
    tensors.append(np.diag([1.0, -1.0, 0.0]) / np.sqrt(2))
    tensors.append(np.diag([-1.0, -1.0, 2.0]) / np.sqrt(6))
    return np.array(tensors)


def hopping_matrix(vector, energies):
    """Two-centre s-d hopping along a bond vector."""
    ss, sd, sigma, pi, delta = energies
    n = vector / np.linalg.norm(vector)
    qn = d_tensors() @ n
    along = qn @ n
    p_sigma = 1.5 * np.outer(along, along)
    p_pi = 2 * (qn @ qn.T - np.outer(along, along))
    p_delta = np.eye(5) - p_sigma - p_pi
    t = np.zeros((6, 6))
    t[0, 0] = ss
    t[0, 1:] = t[1:, 0] = sd * np.sqrt(1.5) * along
    t[1:, 1:] = sigma * p_sigma + pi * p_pi + delta * p_delta
    return t


class Metal:
    def __init__(self, half_mesh=12, kT=SMEARING, stoner=STONER_I):
        self.kT, self.stoner = kT, stoner
        triples = [t for t in itertools.product(range(half_mesh), repeat=3)
                   if t[0] >= t[1] >= t[2]]
        weight = np.array([len(set(itertools.permutations(t)))
                           for t in triples], float)
        self.weight = (weight / weight.sum())[:, None]
        k = (np.array(triples) + 0.5) / half_mesh     # units of 2 pi / a
        self.h0 = np.zeros((len(k), 6, 6))
        self.h0[:, 0, 0] = S_LEVEL
        bonds = [(np.array(v) / 2, FIRST_SHELL)
                 for v in itertools.product((-1, 1), repeat=3)]
        for axis in range(3):
            for sign in (-1, 1):
                bonds.append((sign * np.eye(3)[axis], SECOND_SHELL))
        for vector, energies in bonds:
            phase = np.cos(2 * np.pi * k @ vector)
            self.h0 += phase[:, None, None] * hopping_matrix(vector, energies)
        self.d_projector = np.diag([0.0, 1, 1, 1, 1, 1])

    def fill(self, shift, count=None, mu=None):
        """Fill one spin channel to a given count or a given Fermi level."""
        level, vec = np.linalg.eigh(self.h0 + shift * self.d_projector)
        if mu is None:
            def excess(x):
                occ = expit((x - level) / self.kT)
                return np.sum(self.weight * occ) - count
            mu = brentq(excess, level.min() - 3, level.max() + 3,
                        xtol=1e-13, rtol=1e-14)
        occ = expit((mu - level) / self.kT)
        f = self.weight * occ
        bare = np.sum(vec * (self.h0 @ vec), axis=1)
        return dict(mu=mu, count=f.sum(), nd=np.sum(f * (1 - vec[:, 0]**2)),
                    e0=np.sum(f * bare), eigsum=np.sum(f * level),
                    entropy=np.sum(self.weight * (entr(occ) + entr(1 - occ))))

    def shifts(self, nd, md):
        common = CHARGE_U * (nd - D_REFERENCE)
        return common - self.stoner * md / 2, common + self.stoner * md / 2

    def totals(self, up, dn):
        nd, md = up["nd"] + dn["nd"], up["nd"] - dn["nd"]
        energy = (up["e0"] + dn["e0"] + CHARGE_U / 2 * (nd - D_REFERENCE)**2
                  - self.stoner / 4 * md**2)
        ts = self.kT * (up["entropy"] + dn["entropy"])
        return dict(A=energy - ts, E=energy, TS=ts, nd=nd, md=md,
                    mu_up=up["mu"], mu_dn=dn["mu"],
                    eigsum=up["eigsum"] + dn["eigsum"],
                    M=up["count"] - dn["count"],
                    slope=(up["mu"] - dn["mu"]) / 2)

    def solve(self, n_up, n_dn):
        """Self-consistent solution with both spin numbers fixed."""
        def channels(x):
            v_up, v_dn = self.shifts(*x)
            return self.fill(v_up, n_up), self.fill(v_dn, n_dn)

        def residual(x):
            up, dn = channels(x)
            return [up["nd"] + dn["nd"] - x[0], up["nd"] - dn["nd"] - x[1]]
        sol = root(residual, [7.1, 1.02 * (n_up - n_dn)], tol=1e-11)
        assert np.max(np.abs(residual(sol.x))) < 1e-8
        out = self.totals(*channels(sol.x))
        out["shifts"] = self.shifts(*sol.x)
        return out

    def at_moment(self, m):
        return self.solve((ELECTRONS + m) / 2, (ELECTRONS - m) / 2)

    def frozen(self, shifts, m):
        """Refill fixed potentials; energy from the resulting density."""
        up = self.fill(shifts[0], (ELECTRONS + m) / 2)
        dn = self.fill(shifts[1], (ELECTRONS - m) / 2)
        return self.totals(up, dn)

    def in_field(self, b, start):
        """One common Fermi level, spin energies -b (up) and +b (down)."""
        def channels(x):
            v_up, v_dn = self.shifts(x[0], x[1])
            return self.fill(v_up, mu=x[2] + b), self.fill(v_dn, mu=x[2] - b)

        def residual(x):
            up, dn = channels(x)
            return [up["nd"] + dn["nd"] - x[0], up["nd"] - dn["nd"] - x[1],
                    up["count"] + dn["count"] - ELECTRONS]
        guess = [start["nd"], start["md"],
                 (start["mu_up"] + start["mu_dn"]) / 2]
        sol = root(residual, guess, tol=1e-11)
        assert np.max(np.abs(residual(sol.x))) < 1e-8
        return self.totals(*channels(sol.x))


def central(values, step):
    """Fourth-order derivative from points at -2, -1, 1, 2 steps."""
    a, b, c, d = values
    return (a - 8 * b + 8 * c - d) / (12 * step)


STEP = 0.01
OFFSETS = STEP * np.array([-2, -1, 1, 2])
metal = Metal()
print(f"Model: N={ELECTRONS:.0f}, d reference={D_REFERENCE:.0f} per atom")
print(f"U={CHARGE_U:.2f} eV, I={STONER_I:.2f} eV, kT={SMEARING:.3f} eV")
print(f"s level above bare d level: {S_LEVEL:.1f} eV")
for name, shell in (("1st", FIRST_SHELL), ("2nd", SECOND_SHELL)):
    print(f"{name} shell ss,sd,dds,ddp,ddd (eV):", *shell)

grid = np.arange(0.5, 3.51, 0.5)
table = [metal.at_moment(m) for m in grid]
print("M (mu_B) | A-A(M=0.5) | mu_up | mu_dn | slope (eV) | n_d")
for m, r in zip(grid, table):
    print(f"{m:.1f} {r['A'] - table[0]['A']:9.5f} {r['mu_up']:9.5f} "
          f"{r['mu_dn']:9.5f} {r['slope']:9.5f} {r['nd']:8.4f}")

# free-energy derivative against the two Fermi levels
for index in (1, 3):
    m, ref = grid[index], table[index]
    near = [metal.at_moment(m + d) for d in OFFSETS]
    numeric = central([r["A"] for r in near], STEP)
    print(f"M={m:.1f}: dA/dM numeric {numeric:.7f} eV, "
          f"half difference {ref['slope']:.7f} eV")
    assert abs(numeric - ref["slope"]) < 2e-5
energy_slope = central([r["E"] for r in near], STEP)
eigsum_slope = central([r["eigsum"] for r in near], STEP)
print(f"M={m:.1f}: dE/dM without entropy {energy_slope:.6f} eV")
print(f"M={m:.1f}: d(eigenvalue sum)/dM {eigsum_slope:.5f} eV")
assert abs(eigsum_slope - ref["slope"]) > 0.1

# one spin channel alone: dA/dN_up at fixed N_dn
n_up, n_dn = (ELECTRONS + m) / 2, (ELECTRONS - m) / 2
single = central([metal.solve(n_up + d, n_dn)["A"] for d in OFFSETS], STEP)
print(f"M={m:.1f}: dA/dN_up {single:.7f} eV, mu_up {ref['mu_up']:.7f} eV")
assert abs(single - ref["mu_up"]) < 2e-5

# potentials frozen: same slope, relaxation enters only at second order
cold = central([metal.frozen(ref["shifts"], m + d)["A"]
                for d in OFFSETS], STEP)
print(f"M={m:.1f}: frozen-potential slope {cold:.7f} eV")
assert abs(cold - ref["slope"]) < 2e-5
gaps = [metal.frozen(ref["shifts"], m + d)["A"] - metal.at_moment(m + d)["A"]
        for d in (0.02, 0.04)]
print(f"Frozen minus relaxed A at dM=0.02, 0.04: "
      f"{gaps[0]*1e6:.3f}, {gaps[1]*1e6:.3f} micro-eV")
assert gaps[0] > 0 and 3 < gaps[1] / gaps[0] < 5

# equilibrium moment, curvature and field response
brackets = [i for i in range(len(grid) - 1)
            if table[i]["slope"] < 0 < table[i + 1]["slope"]]
assert brackets
i = brackets[-1]
m_eq = brentq(lambda x: metal.at_moment(x)["slope"], grid[i], grid[i + 1],
              xtol=1e-9)
eq = metal.at_moment(m_eq)
assert eq["A"] < min(r["A"] for r in table)
curvature = (metal.at_moment(m_eq + 0.002)["slope"]
             - metal.at_moment(m_eq - 0.002)["slope"]) / 0.004
assert curvature > 0
print(f"Equilibrium moment {m_eq:.5f} mu_B, n_d {eq['nd']:.4f}")
print(f"Common Fermi level {eq['mu_up']:.5f} eV, "
      f"A-A(M=0.5) {eq['A'] - table[0]['A']:.5f} eV")
print(f"Curvature K {curvature:.4f} eV per mu_B^2")
field = 10.0
b = MU_B * field
response = metal.in_field(b, eq)
held = metal.at_moment(response["M"])
gain = response["M"] - m_eq
print(f"Field {field:.0f} T: b {b*1e3:.5f} meV, "
      f"fixed-moment slope {held['slope']*1e3:.5f} meV")
print(f"Moment gain {gain:.3e} mu_B, b/K {b/curvature:.3e} mu_B")
assert abs(held["slope"] - b) < 1e-7
assert abs(gain * curvature / b - 1) < 0.05
print(f"Field equivalent of slope at M={m:.1f}: "
      f"{ref['slope']/MU_B:.1f} T")

# sizes of neglected effects; moment shift = -slope(changed model)/K
room = 300.0
for label, changed in (
        ("electrons at 300 K", Metal(kT=K_B * room)),
        ("k mesh 18 for 12", Metal(half_mesh=18)),
        ("I larger by 0.02 eV", Metal(stoner=STONER_I + 0.02))):
    shift = -changed.at_moment(m_eq)["slope"] / curvature
    print(f"First-order moment shift, {label}: {shift:.4f} mu_B")
lattice, stiffness, spin_orbit = 2.87, 0.28, 0.06   # A, eV A^2, eV: rough
magnons = (zeta(1.5) * lattice**3 / 2
           * (K_B * room / (4 * np.pi * stiffness))**1.5)
splitting = STONER_I * eq["md"]
print(f"Rough inputs: a={lattice} A, D={stiffness} eV A^2, "
      f"xi={spin_orbit} eV")
print(f"Spin-wave moment loss at {room:.0f} K: {2*magnons:.4f} mu_B")
print(f"Exchange splitting {splitting:.4f} eV, "
      f"(xi/splitting)^2 {(spin_orbit/splitting)**2:.2e}")

# nitrogen atom, LSDA, fractional occupations
atom = gto.M(atom="N 0 0 0", basis="cc-pvdz", spin=3, verbose=0)


def nitrogen(occ_up, occ_dn):
    occupation = np.zeros((2, atom.nao_nr()))
    occupation[0, :len(occ_up)] = occ_up
    occupation[1, :len(occ_dn)] = occ_dn
    mf = dft.UKS(atom)
    mf.xc = "lda,vwn"
    mf.small_rho_cutoff = 0
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-6, 150
    mf.get_occ = lambda mo_energy=None, mo_coeff=None: occupation
    energy = mf.kernel()
    assert mf.converged
    return energy * HARTREE, np.array(mf.mo_energy) * HARTREE


def p_shell(x):
    """x electrons moved from the up 2p shell to the down 2p shell."""
    return nitrogen([1, 1] + [1 - x / 3] * 3, [1, 1] + [x / 3] * 3)


dx = 0.01
_, eps = p_shell(0.5)
atom_formula = (eps[0, 2:5].mean() - eps[1, 2:5].mean()) / 2
atom_numeric = (p_shell(0.5 - dx)[0] - p_shell(0.5 + dx)[0]) / (4 * dx)
print(f"N atom M=2: dE/dM {atom_numeric:.5f} eV, "
      f"half difference {atom_formula:.5f} eV")
assert abs(atom_numeric - atom_formula) < 2e-3

# gap at M = 3: the two one-sided slopes use different levels
e3, eps = p_shell(0.0)
left_formula = (eps[0, 2:5].mean() - eps[1, 2:5].mean()) / 2
right_formula = (eps[0, 5] - eps[1, 1]) / 2
lowest_empty = np.abs(eps[0] - eps[0, 5]) < 0.03


def beyond(x):
    """x electrons moved from down 2s to the lowest empty up level."""
    up = np.zeros(len(eps[0]))
    up[:5] = 1
    up[lowest_empty] = x / lowest_empty.sum()
    return nitrogen(up, [1, 1 - x])[0]


dx = 1e-3
left = -(-3 * e3 + 4 * p_shell(dx)[0] - p_shell(2 * dx)[0]) / (4 * dx)
right = (-3 * e3 + 4 * beyond(dx) - beyond(2 * dx)) / (4 * dx)
print(f"N atom M=3 left slope {left:.4f} eV, levels {left_formula:.4f} eV")
print(f"N atom M=3 right slope {right:.4f} eV, levels {right_formula:.4f} eV")
# tolerance: tiny tail densities enter LSDA with non-integer powers
assert abs(left - left_formula) < 0.02
assert abs(right - right_formula) < 0.02
assert left < 0 < right
print("no test failed")
```

It prints:

```
Model: N=8, d reference=7 per atom
U=3.00 eV, I=0.95 eV, kT=0.050 eV
s level above bare d level: 6.0 eV
1st shell ss,sd,dds,ddp,ddd (eV): -1.1 -0.9 -0.65 0.4 -0.05
2nd shell ss,sd,dds,ddp,ddd (eV): -0.4 -0.4 -0.35 0.1 0.0
M (mu_B) | A-A(M=0.5) | mu_up | mu_dn | slope (eV) | n_d
0.5   0.00000   2.36450   2.65475  -0.14512   7.5098
1.0  -0.10068   2.28837   2.77995  -0.24579   7.5090
1.5  -0.23660   2.28834   2.88343  -0.29755   7.5065
2.0  -0.39633   2.32794   2.97917  -0.32562   7.5056
2.5  -0.20370   5.82232   2.68856   1.56688   7.4087
3.0   0.99462   8.05719   2.03702   3.01009   7.2288
3.5   2.69499   8.81176   1.25326   3.77925   7.0325
M=1.0: dA/dM numeric -0.2457897 eV, half difference -0.2457897 eV
M=2.0: dA/dM numeric -0.3256173 eV, half difference -0.3256172 eV
M=2.0: dE/dM without entropy -0.350627 eV
M=2.0: d(eigenvalue sum)/dM -1.33936 eV
M=2.0: dA/dN_up 2.3279364 eV, mu_up 2.3279361 eV
M=2.0: frozen-potential slope -0.3256173 eV
Frozen minus relaxed A at dM=0.02, 0.04: 3.618, 14.457 micro-eV
Equilibrium moment 2.21238 mu_B, n_d 7.4950
Common Fermi level 2.97041 eV, A-A(M=0.5) -0.45297 eV
Curvature K 7.4608 eV per mu_B^2
Field 10 T: b 0.57884 meV, fixed-moment slope 0.57884 meV
Moment gain 7.943e-05 mu_B, b/K 7.758e-05 mu_B
Field equivalent of slope at M=2.0: -5625.4 T
First-order moment shift, electrons at 300 K: 0.0012 mu_B
First-order moment shift, k mesh 18 for 12: 0.0016 mu_B
First-order moment shift, I larger by 0.02 eV: 0.0021 mu_B
Rough inputs: a=2.87 A, D=0.28 eV A^2, xi=0.06 eV
Spin-wave moment loss at 300 K: 0.0389 mu_B
Exchange splitting 2.1455 eV, (xi/splitting)^2 7.82e-04
N atom M=2: dE/dM -1.38397 eV, half difference -1.38397 eV
N atom M=3 left slope -2.0925 eV, levels -2.0925 eV
N atom M=3 right slope 15.5766 eV, levels 15.5766 eV
no test failed
```
